# Zero Stress in a Charged Cell and the Defect Relaxation Volume: a numerical check

```python
"""
Result under test: the zero-stress volume of a charged periodic cell is not a
defect relaxation volume. It includes a potential-reference term that remains
in infinitely large cells and an image-background term falling as 1/L. Only a
neutral set (defect plus compensating charge) has a reference-free volume.

Model: rocksalt ions of charge +1 and -1, exponential nearest-neighbour repulsion.
Donor: charge +2 on a cation site. Electron: charge 0 on a cation site.
Q = net cell charge, L = cell edge, Omega = cell volume, B = bulk modulus,
W = dE/dln(Omega), apparent volume change = -W/B. Energies eV, lengths angstrom.
Ewald sums omit G=0 of the total potential, with a uniform compensating background.
"""
import numpy as np
from scipy import constants as const
from scipy.optimize import minimize, brentq
from scipy.special import erfc

KE = const.e / (4 * np.pi * const.epsilon_0) * 1e10   # e^2/(4 pi eps0), eV angstrom
GPA = const.e * 1e30 / 1e9                            # eV/angstrom^3 to GPa
D0, RHO = 2.5, 0.25
OMEGA_PAIR = 2 * D0**3
SPLIT, MMAX = 7.6, 10        # Ewald splitting times L, largest wave index

m = np.arange(-MMAX, MMAX + 1)
M1, M2 = [a.ravel() for a in np.meshgrid(m, m, indexing="ij")]
M3 = np.arange(0, MMAX + 1)
msq = (M1**2 + M2**2)[:, None] + M3[None, :]**2
safe = np.where(msq == 0, 1, msq)
KERNEL = np.exp(-np.pi**2 * msq / SPLIT**2) / (2 * np.pi * safe)
KERNEL = np.where(msq == 0, 0.0, KERNEL) * np.where(M3 > 0, 2.0, 1.0)
M12 = np.stack([M1, M2], axis=1).astype(float)


class Cell:
    """Ideal supercell of n*n*n conventional cells with fixed neighbour lists."""
    def __init__(self, n):
        self.n, side = n, 2 * n
        grid = np.array([(a, b, c) for a in range(side)
                         for b in range(side) for c in range(side)])
        self.ideal = grid / side
        self.host = np.where(grid.sum(axis=1) % 2 == 0, 1.0, -1.0)
        self.L0 = side * D0
        i, j = np.triu_indices(len(grid), 1)
        diff = self.ideal[j] - self.ideal[i]
        shift = -np.round(diff)
        dist = np.linalg.norm(diff + shift, axis=1)
        near, bond = dist < 0.499, dist * side < 1.1
        self.pairs = (i[near], j[near], shift[near])
        self.bonds = (i[bond], j[bond], shift[bond])

    def charges(self, kind):
        q = self.host.copy()
        if kind in ("donor", "pair"):
            q[0] = 2.0
        if kind == "electron":
            q[0] = 0.0
        if kind == "pair":
            q[(self.n * 2 * self.n + self.n) * 2 * self.n] = 0.0
        return q


def separation(frac, links, L):
    i, j, shift = links
    vec = L * (frac[j] - frac[i] + shift)
    return vec, np.sqrt((vec**2).sum(axis=1))


def scatter(links, vec, coef, count):
    i, j, _ = links
    out = np.empty((count, 3))
    for k in range(3):
        f = coef * vec[:, k]
        out[:, k] = (np.bincount(j, f, minlength=count)
                     - np.bincount(i, f, minlength=count))
    return out


def coulomb(cell, q, frac, L):
    """Point-ion Ewald energy and gradient with uniform background."""
    kappa, count = SPLIT / L, len(q)
    vec, r = separation(frac, cell.pairs, L)
    qq = q[cell.pairs[0]] * q[cell.pairs[1]]
    short = erfc(kappa * r) / r
    slope = -qq * (short + 2 * kappa / np.sqrt(np.pi) * np.exp(-(kappa * r)**2)) / r
    grad = scatter(cell.pairs, vec, slope / r, count)
    phase = np.exp(2j * np.pi * frac[:, :, None] * m)
    xy = (phase[:, 0, :, None] * phase[:, 1, None, :]).reshape(count, -1)
    z = phase[:, 2, MMAX:]
    S = (q[:, None] * xy).T @ z
    energy = (qq * short).sum() + (KERNEL * np.abs(S)**2).sum() / L
    energy -= kappa / np.sqrt(np.pi) * (q**2).sum()
    energy -= np.pi * q.sum()**2 / (2 * kappa**2 * L**3)
    field = (KERNEL * S.conj()).T
    gxy = (xy * (z @ field)) @ M12
    gz = (xy * ((z * M3) @ field)).sum(axis=1)
    wave = np.column_stack([gxy, gz]).imag
    grad -= 4 * np.pi / L**2 * q[:, None] * wave
    return KE * energy, KE * grad


cell2, cell3, cell4 = Cell(2), Cell(3), Cell(4)
cells = {2: cell2, 3: cell3, 4: cell4}
host_coulomb = coulomb(cell2, cell2.host, cell2.ideal, cell2.L0)[0] / 32
madelung = -host_coulomb * D0 / KE
A_REP = -RHO * np.exp(D0 / RHO) * host_coulomb / (6 * D0)


def total(cell, q, frac, L):
    """Energy, W at fixed fractional coordinates, and ionic gradient."""
    ec, grad = coulomb(cell, q, frac, L)
    vec, r = separation(frac, cell.bonds, L)
    rep = A_REP * np.exp(-r / RHO)
    grad = grad + scatter(cell.bonds, vec, -rep / (RHO * r), len(q))
    return ec + rep.sum(), -ec / 3 - (rep * r).sum() / (3 * RHO), grad


def relax(cell, kind, strain=0.0):
    """Relax ions at ln(Omega/Omega0)=strain; return energy, W, coordinates."""
    q, L = cell.charges(kind), cell.L0 * np.exp(strain / 3)

    def objective(u):
        e, _, g = total(cell, q, cell.ideal + u.reshape(-1, 3) / L, L)
        return e, g.ravel()

    res = minimize(objective, np.zeros(3 * len(q)), jac=True, method="L-BFGS-B",
                   options=dict(gtol=5e-4, ftol=1e-14, maxiter=300, maxcor=20))
    frac = cell.ideal + res.x.reshape(-1, 3) / L
    e, w, g = total(cell, q, frac, L)
    assert np.abs(g).max() < 3e-3, "ions not relaxed"
    return e, w, frac


def host_at(cell, strain):
    return total(cell, cell.host, cell.ideal, cell.L0 * np.exp(strain / 3))


def permittivity(strain):
    """Static permittivity from the zero-field sublattice stiffness."""
    L, u = cell2.L0 * np.exp(strain / 3), 0.01
    frac = cell2.ideal.copy()
    cation = cell2.host > 0
    frac[cation, 0] += u / L
    stiffness = total(cell2, cell2.host, frac, L)[2][cation, 0].sum() / (32 * u)
    assert stiffness > 0
    return 1 + 4 * np.pi * KE / (OMEGA_PAIR * np.exp(strain) * stiffness)


H = 0.01
B = (host_at(cell2, H)[1] - host_at(cell2, -H)[1]) / (2 * H * cell2.L0**3)
eps0, eps_p, eps_m = permittivity(0), permittivity(H), permittivity(-H)
dln_eps = np.log(eps_p / eps_m) / (2 * H)
assert abs(madelung - 1.7475646) < 1e-5
assert abs(host_at(cell3, 0)[1]) < 1e-3


def image_terms(cell, kind):
    """Screened image energy and its derivative with respect to ln(Omega)."""
    excess = cell.charges(kind) - cell.host
    bare = coulomb(cell, excess, cell.ideal, cell.L0)[0]
    up, down = bare / (eps_p * np.exp(H / 3)), bare / (eps_m * np.exp(-H / 3))
    return bare / eps0, (up - down) / (2 * H)


# Relaxed cells of increasing size
state, raw, corrected, image = {}, {}, {}, {}
for n, cell in cells.items():
    for kind in ("donor", "electron", "pair"):
        if kind == "pair" and n == 2:
            continue
        state[kind, n] = relax(cell, kind)
        image[kind, n] = image_terms(cell, kind)
        raw[kind, n] = -state[kind, n][1] / B
        corrected[kind, n] = raw[kind, n] + image[kind, n][1] / B

# Analytic W against differences of relaxed energies
donor_p, donor_m = relax(cell3, "donor", H), relax(cell3, "donor", -H)
w_difference = ((donor_p[0] - host_at(cell3, H)[0])
                - (donor_m[0] - host_at(cell3, -H)[0])) / (2 * H)
assert abs(w_difference - state["donor", 3][1]) < 0.05

# Extended ions: compact Gaussians, and on each anion a core +7 and a cloud -8
CORE, CLOUD, WAVES = 0.22, 0.32, 38


def ion_parts(cell, q):
    anion = cell.host < 0
    return np.where(anion, 7.0, q), np.where(anion, -8.0, 0.0)


def width_sum(cell, q):
    compact, cloud = ion_parts(cell, q)
    return compact.sum() * CORE**2 + cloud.sum() * CLOUD**2


def extended_energy(cell, q, frac, L):
    """Direct plane-wave electrostatic energy, with only G=0 omitted."""
    k = np.arange(-WAVES, WAVES + 1)
    ph = np.exp(2j * np.pi * frac[:, :, None] * k)
    xy = (ph[:, 0, :, None] * ph[:, 1, None, :]).reshape(len(q), -1)
    ksq = ((k[:, None]**2 + k[None, :]**2).reshape(-1, 1) + k[None, :]**2)
    G2 = (2 * np.pi / L)**2 * ksq
    density = 0
    for part, width in zip(ion_parts(cell, q), (CORE, CLOUD)):
        density = density + np.exp(-G2 * width**2 / 2) * ((part[:, None] * xy).T @ ph[:, 2])
    zero = ksq == 0
    terms = np.where(zero, 0, np.abs(density)**2 / np.where(zero, 1, G2))
    return KE * 2 * np.pi / L**3 * terms.sum()


reference_test = {}
for kind in ("host", "donor", "electron"):
    q = cell2.charges(kind)
    frac = cell2.ideal if kind == "host" else state[kind, 2][2]
    plus = extended_energy(cell2, q, frac, cell2.L0 * np.exp(H / 3))
    minus = extended_energy(cell2, q, frac, cell2.L0 * np.exp(-H / 3))
    direct = (plus - minus) / (2 * H) + coulomb(cell2, q, frac, cell2.L0)[0] / 3
    formula = -2 * np.pi * KE * q.sum() * width_sum(cell2, q) / cell2.L0**3
    reference_test[kind] = (direct, formula)
    assert abs(direct - formula) < 0.01    # tails of neighbouring ions overlap slightly

# The ion description leaves the energy of ionic relaxation unchanged
q_donor2, relaxed2 = cell2.charges("donor"), state["donor", 2][2]
gain_extended = (extended_energy(cell2, q_donor2, relaxed2, cell2.L0)
                 - extended_energy(cell2, q_donor2, cell2.ideal, cell2.L0))
gain_point = (coulomb(cell2, q_donor2, relaxed2, cell2.L0)[0]
              - coulomb(cell2, q_donor2, cell2.ideal, cell2.L0)[0])
assert abs(gain_extended - gain_point) < 0.005

# Actual zero-stress volumes of the 216-ion donor cell in both descriptions
omega3 = cell3.L0**3
w_curve = np.polyfit([-H, 0, H], [donor_m[1], state["donor", 3][1], donor_p[1]], 2)
ref3 = -2 * np.pi * KE * width_sum(cell3, cell3.charges("donor")) / omega3
zero_point = brentq(lambda x: np.polyval(w_curve, x), -0.03, 0.03)
zero_extended = brentq(lambda x: np.polyval(w_curve, x) + ref3 * np.exp(-x), -0.03, 0.03)
vol_point = omega3 * np.expm1(zero_point)
vol_extended = omega3 * np.expm1(zero_extended)
shift_found, shift_linear = vol_extended - vol_point, -ref3 / B
# Linear elasticity neglects the defect's change of the finite cell's stiffness
assert abs(shift_found / shift_linear - 1) < 0.20

# The 1/L coefficient from three sizes against the permittivity prediction
sizes = np.array([2.0, 3.0, 4.0])
raw_sum = np.array([raw["donor", n] + raw["electron", n] for n in cells])
design = np.column_stack([np.ones(3), 1 / sizes, 1 / sizes**3])
slope_found = np.linalg.solve(design, raw_sum)[1]
slope_predicted = -4 * (image["donor", 4][1] + image["electron", 4][1]) / B
slope_fixed_eps = 4 * (image["donor", 4][0] + image["electron", 4][0]) / (3 * B)


def large_cell(kind):
    """Remove the leading remaining 1/L^3 term using the two largest cells."""
    return (64 * corrected[kind, 4] - 27 * corrected[kind, 3]) / 37


donor_inf, electron_inf, pair_inf = map(large_cell, ("donor", "electron", "pair"))
s_pair = 8 * CORE**2 - 8 * CLOUD**2
ref_inf = -2 * np.pi * KE * s_pair / OMEGA_PAIR
shift_inf = -ref_inf / B

print(f"spacing {D0:.2f} angstrom; repulsion range {RHO:.2f} angstrom")
print(f"repulsion prefactor {A_REP:.2f} eV; Madelung constant {madelung:.6f}")
print(f"formula-unit volume {OMEGA_PAIR:.3f} angstrom^3")
print(f"bulk modulus {B:.5f} eV/angstrom^3 = {B * GPA:.2f} GPa")
print(f"static permittivity {eps0:.4f}; dln(eps)/dln(Omega) {dln_eps:.4f}")
print(f"core width {CORE:.2f}, cloud width {CLOUD:.2f} angstrom")
print(f"host width sum per formula unit {s_pair:.4f} angstrom^2")
for kind, (direct, formula) in reference_test.items():
    print(f"64 ions, {kind}: reference W direct {direct:.5f}, formula {formula:.5f} eV")
print(f"donor Coulomb change on relaxing: point {gain_point:.5f}, "
      f"extended {gain_extended:.5f} eV")
print(f"216-ion donor W: analytic {state['donor', 3][1]:.4f}, "
      f"energy difference {w_difference:.4f} eV")
for (kind, n), value in raw.items():
    print(f"{kind}, {8 * n**3} ions, L {cells[n].L0:.1f} angstrom: raw {value:.3f}, "
          f"image-corrected {corrected[kind, n]:.3f} angstrom^3")
for n in cells:
    print(f"donor, {8 * n**3} ions: image energy {image['donor', n][0]:.4f}, "
          f"image W {image['donor', n][1]:.4f} eV")
print(f"donor zero-stress volume change, 216 ions: point {vol_point:.3f}, "
      f"extended {vol_extended:.3f} angstrom^3")
print(f"their shift {shift_found:.3f}, linear prediction {shift_linear:.3f} angstrom^3")
print(f"1/n coefficient of raw sum: found {slope_found:.3f}, "
      f"predicted {slope_predicted:.3f} angstrom^3")
print(f"same coefficient with volume-independent eps {slope_fixed_eps:.3f} angstrom^3")
print(f"large-cell reference W for Q=+1: {ref_inf:.4f} eV")
print(f"large-cell donor: point {donor_inf:.3f}, "
      f"extended {donor_inf + shift_inf:.3f} angstrom^3")
print(f"large-cell electron: point {electron_inf:.3f}, "
      f"extended {electron_inf - shift_inf:.3f} angstrom^3")
print(f"neutral volume: charged-cell sum {donor_inf + electron_inf:.3f}, "
      f"pair cell {pair_inf:.3f} angstrom^3")

# Terms beyond 1/L^3 limit these two finite-size comparisons
assert abs(slope_found / slope_predicted - 1) < 0.30
assert abs(donor_inf + electron_inf - pair_inf) < 1.5
print("every check passed")
```

Output:

```
spacing 2.50 angstrom; repulsion range 0.25 angstrom
repulsion prefactor 3695.21 eV; Madelung constant 1.747565
formula-unit volume 31.250 angstrom^3
bulk modulus 0.28634 eV/angstrom^3 = 45.88 GPa
static permittivity 3.4475; dln(eps)/dln(Omega) 2.9016
core width 0.22, cloud width 0.32 angstrom
host width sum per formula unit -0.4320 angstrom^2
64 ions, host: reference W direct 0.00017, formula 0.00000 eV
64 ions, donor: reference W direct 1.24642, formula 1.24636 eV
64 ions, electron: reference W direct -1.25499, formula -1.25511 eV
donor Coulomb change on relaxing: point -4.22602, extended -4.22598 eV
216-ion donor W: analytic 0.7393, energy difference 0.7393 eV
donor, 64 ions, L 10.0 angstrom: raw -5.285, image-corrected 1.407 angstrom^3
electron, 64 ions, L 10.0 angstrom: raw 12.501, image-corrected 19.193 angstrom^3
donor, 216 ions, L 15.0 angstrom: raw -2.582, image-corrected 1.879 angstrom^3
electron, 216 ions, L 15.0 angstrom: raw 13.651, image-corrected 18.112 angstrom^3
pair, 216 ions, L 15.0 angstrom: raw 12.386, image-corrected 19.477 angstrom^3
donor, 512 ions, L 20.0 angstrom: raw -1.298, image-corrected 2.048 angstrom^3
electron, 512 ions, L 20.0 angstrom: raw 14.381, image-corrected 17.727 angstrom^3
pair, 512 ions, L 20.0 angstrom: raw 14.226, image-corrected 19.544 angstrom^3
donor, 64 ions: image energy -0.5926, image W 1.9162 eV
donor, 216 ions: image energy -0.3950, image W 1.2775 eV
donor, 512 ions: image energy -0.2963, image W 0.9581 eV
donor zero-stress volume change, 216 ions: point -2.597, extended -6.976 angstrom^3
their shift -4.380, linear prediction -4.363 angstrom^3
1/n coefficient of raw sum: found -25.175, predicted -26.768 angstrom^3
same coefficient with volume-independent eps -2.759 angstrom^3
large-cell reference W for Q=+1: 1.2507 eV
large-cell donor: point 2.172, extended -2.196 angstrom^3
large-cell electron: point 17.445, extended 21.813 angstrom^3
neutral volume: charged-cell sum 19.617, pair cell 19.592 angstrom^3
every check passed
```
